# Parrinello-Rahman Dynamics and Wentzcovitch's Strain Form: Dependence on Lattice Vectors: a numerical check

```python
"""
Result under test: variable-cell dynamics with cell matrix h (lattice vectors
as columns), scaled coordinates s (r = h s), and metric tensor G = h^T h.
  Parrinello-Rahman (PR): cell kinetic energy W/2 Tr(hdot^T hdot)
     W hddot = (Pi - P) Omega h^-T
  strain form: h = (1 + eps) h0, kinetic energy W/2 Tr(epsdot^T epsdot)
     W epsddot = (Pi - P) Omega (1 + eps)^-T
  both: sddot = h^-1 F/m - G^-1 Gdot sdot
Pi is the internal stress (positive in compression), P the external pressure,
Omega = det h.  An equivalent cell is h M with M integer and det M = 1.
PR dynamics depends on M; the strain form does not.
Units: length a0, energy D, mass m0, time t0 = a0 sqrt(m0/D).
W is a mass in PR and a mass times length^2 in the strain form.
"""
import numpy as np
from scipy.integrate import solve_ivp

inv, det = np.linalg.inv, np.linalg.det
MASS = np.array([1.0, 2.0])
W = 10.0
P = 2.0
WELL_CENTRE = np.array([[1.0, 0.75], [0.75, 1.0]])[:, :, None]  # squared distance
WELL_WIDTH = 0.7                                                # squared distance
axis = np.arange(-3, 4)
IMAGES = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
CUBE = np.eye(3)
M = np.array([[1.0, 1.0, 0.0], [0.0, 1.0, 0.0], [0.0, 0.0, 1.0]])
SITES = np.array([[0.0, 0.0, 0.0], [0.5, 0.5, 0.5]])


def unpack(x):
    return x[:9].reshape(3, 3), x[9:].reshape(2, 3)


def pack(h, s):
    return np.concatenate([h.ravel(), s.ravel()])


def scaled_separations(s):
    return s[:, None, None, :] - s[None, :, None, :] + IMAGES


def potential(q):
    """Energy per cell; distances come from the metric tensor."""
    h, s = unpack(q)
    d = scaled_separations(s)
    u = ((d @ (h.T @ h)) * d).sum(-1)
    x = (u - WELL_CENTRE) / WELL_WIDTH
    return 0.5 * np.where(abs(x.real) < 1, -(1 - x**2)**4, 0).sum()


def cell_kinetic(hdot, h0=None):
    rate = hdot if h0 is None else hdot @ inv(h0)
    return 0.5 * W * (rate**2).sum()


def atom_kinetic(q, v):
    h, _ = unpack(q)
    _, sdot = unpack(v)
    return 0.5 * (MASS * ((sdot @ (h.T @ h)) * sdot).sum(-1)).sum()


def lagrangian(q, v, h0=None):
    return (atom_kinetic(q, v) + cell_kinetic(unpack(v)[0], h0)
            - potential(q) - P * det(unpack(q)[0]))


def extended_energy(q, v, h0=None):
    return (atom_kinetic(q, v) + cell_kinetic(unpack(v)[0], h0)
            + potential(q) + P * det(unpack(q)[0]))


def acceleration(q, v, h0=None):
    """Derived equations of motion; h0=None selects PR."""
    h, s = unpack(q)
    hdot, sdot = unpack(v)
    R = scaled_separations(s) @ h.T
    x = ((R**2).sum(-1) - WELL_CENTRE) / WELL_WIDTH
    slope = np.where(abs(x) < 1, 8 * x * (1 - x**2)**3 / WELL_WIDTH, 0)
    pull = slope[..., None] * R
    force = -2 * pull.sum(axis=(1, 2))
    virial = -pull.reshape(-1, 3).T @ R.reshape(-1, 3)
    vel = sdot @ h.T
    omega = det(h)
    stress = ((MASS[:, None] * vel).T @ vel + virial) / omega
    drive = (stress - P * np.eye(3)) * omega
    G = h.T @ h
    Gdot = hdot.T @ h + h.T @ hdot
    sddot = (force / MASS[:, None]) @ inv(h).T - sdot @ (inv(G) @ Gdot).T
    if h0 is None:
        hddot = drive @ inv(h).T / W
    else:
        deformation = h @ inv(h0)
        hddot = (drive @ inv(deformation).T / W) @ h0
    return pack(hddot, sddot)


def gradient(f, x):
    """Complex-step derivative."""
    g = np.zeros(len(x))
    for k in range(len(x)):
        y = x.astype(complex)
        y[k] += 1e-30j
        g[k] = f(y).imag / 1e-30
    return g


def momentum(q, v, h0):
    return gradient(lambda y: lagrangian(q, y, h0), v)


def run(H, s, Hdot, sdot, change, strain, time):
    """Integrate in cell H @ change; return final state in cubic vectors."""
    back = inv(change)
    q0 = pack(H @ change, s @ back.T)
    v0 = pack(Hdot @ change, sdot @ back.T)
    h0 = CUBE @ change if strain else None
    sol = solve_ivp(lambda t, y: np.concatenate(
        [y[15:], acceleration(y[:15], y[15:], h0)]), (0, time),
        np.concatenate([q0, v0]), method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    q, v = sol.y[:15, -1], sol.y[15:, -1]
    drift = extended_energy(q, v, h0) - extended_energy(q0, v0, h0)
    h, s_end = unpack(q)
    return h @ back, s_end @ change.T, drift


# Generic state, used to test the equations of motion and the invariances
rng = np.random.default_rng(4)
H = 0.98 * CUBE + 0.03 * rng.normal(size=(3, 3))
s = SITES + 0.03 * rng.normal(size=(2, 3))
q = pack(H @ M, s @ inv(M).T)
v = 0.3 * rng.normal(size=15)
residuals = []
for h0 in (None, M):
    a = acceleration(q, v, h0)
    dt = 1e-5
    ahead = momentum(q + dt * v + dt**2 * a / 2, v + dt * a, h0)
    behind = momentum(q - dt * v + dt**2 * a / 2, v - dt * a, h0)
    generalized_force = gradient(lambda y: lagrangian(y, v, h0), q)
    residuals.append(abs((ahead - behind) / (2 * dt) - generalized_force).max())
    assert residuals[-1] < 1e-6
force_scale = abs(generalized_force).max()

U_cubic, U_skew = potential(pack(H, s)), potential(q)
assert abs(U_cubic - U_skew) < 1e-10
sdot = unpack(v)[1]
K_cubic = atom_kinetic(pack(H, s), pack(H, sdot @ M.T))
assert abs(K_cubic - atom_kinetic(q, v)) < 1e-10

# Momentum integration: determinant of the velocity Hessian against volume
q_big = pack(1.1 * H @ M @ np.diag([1.0, 1.05, 0.97]), s)
volume_ratio = det(unpack(q_big)[0]) / det(unpack(q)[0])
det_ratios = []
for h0 in (None, M):
    dets = [det(np.array([momentum(x, e, h0) for e in np.eye(15)]))
            for x in (q, q_big)]
    det_ratios.append(dets[1] / dets[0])
    assert abs(det_ratios[-1] / volume_ratio**4 - 1) < 1e-9

# The same physical deformation rate in two equivalent cells
rate = -0.1 * CUBE
K_pr = [cell_kinetic(rate), cell_kinetic(rate @ M)]
K_strain = [cell_kinetic(rate, CUBE), cell_kinetic(rate @ M, M)]
K_other_ref = cell_kinetic(rate, np.diag([1.0, 1.0, 1.1]))
assert abs(K_pr[1] - K_pr[0]) > 1e-3
assert abs(K_strain[1] - K_strain[0]) < 1e-12
assert abs(K_other_ref - K_strain[0]) > 1e-3

# Pressure alone acting on the usual primitive fcc cell at rest, PR form
fcc = 0.5 * np.array([[0.0, 1, 1], [1, 0, 1], [1, 1, 0]])
push = gradient(lambda y: -P * det(y.reshape(3, 3)), fcc.ravel()).reshape(3, 3)
push *= np.sign(det(fcc))
fcc_acc = push @ inv(fcc) / W
fcc_law = -P * abs(det(fcc)) / W * inv(fcc @ fcc.T)
assert np.allclose(fcc_acc, fcc_law, atol=1e-12)
fcc_ratio = fcc_acc[0, 1] / fcc_acc[0, 0]

# Initial PR acceleration in the skewed cell, read from a short trajectory
zero3, zero2 = np.zeros((3, 3)), np.zeros((2, 3))
t_short = 0.01
H_short, _, _ = run(CUBE, SITES, zero3, zero2, M, False, t_short)
acc_seen = 2 * (H_short - CUBE) / t_short**2
acc_law = -P / W * inv(M @ M.T)
assert abs(acc_seen - acc_law).max() < 1e-3

# Worked example: pressure switched on, everything initially at rest
t_end = 0.6
example = {}
for form, strain in (("PR", False), ("strain", True)):
    for cell, change in (("cubic", CUBE), ("skewed", M)):
        He, _, drift = run(CUBE, SITES, zero3, zero2, change, strain, t_end)
        assert abs(drift) < 1e-7
        gram = He.T @ He
        edges = np.sqrt(np.diag(gram))
        angle = np.degrees(np.arccos(gram[0, 1] / (edges[0] * edges[1])))
        example[form, cell] = (edges, angle, det(He))
for cell in ("cubic", "skewed"):
    edges, angle, _ = example["strain", cell]
    assert np.ptp(edges) < 1e-8 and abs(angle - 90) < 1e-6
assert abs(example["PR", "cubic"][1] - 90) < 1e-6
assert abs(example["PR", "skewed"][1] - 90) > 0.1

# Moving atoms: compare whole final configurations from equivalent cells
t_hot = 3.0
s_hot = SITES + np.array([[0.02, -0.01, 0.015], [-0.01, 0.005, -0.0075]])
sdot_hot = np.array([[0.4, 0.2, -0.3], [-0.2, -0.1, 0.15]])
gaps, drifts = {}, []
for form, strain in (("PR", False), ("strain", True)):
    ends = [run(CUBE, s_hot, zero3, sdot_hot, c, strain, t_hot) for c in (CUBE, M)]
    gaps[form] = (abs(ends[0][0] - ends[1][0]).max(),
                  abs(ends[0][1] - ends[1][1]).max())
    drifts += [abs(e[2]) for e in ends]
assert max(drifts) < 1e-6
assert max(gaps["strain"]) < 1e-6
assert gaps["PR"][0] > 1e-3

print("Units: length a0, energy D, mass m0, time t0 = a0 sqrt(m0/D)")
print(f"atom masses: {MASS[0]:.1f}, {MASS[1]:.1f} m0")
print(f"cell inertia: PR W = {W:.1f} m0; strain W_s = {W:.1f} m0 a0^2")
print(f"external pressure P = {P:.1f} D/a0^3")
print(f"well centres r^2: like {WELL_CENTRE[0,0,0]:.2f}, "
      f"unlike {WELL_CENTRE[0,1,0]:.2f} a0^2; half-width {WELL_WIDTH:.2f} a0^2")
print("pair well: -D (1-x^2)^4, x = (r^2-centre)/half-width, zero for |x|>1")
print("change of lattice vectors M (rows):", M.astype(int).tolist())
print("M M^T (rows):", (M @ M.T).astype(int).tolist())
print("inverse of M M^T (rows):", np.rint(inv(M @ M.T)).astype(int).tolist())
print(f"Euler-Lagrange residual: PR {residuals[0]:.1e}, strain {residuals[1]:.1e}"
      f" (largest generalized force {force_scale:.1f}), reduced units")
print(f"U, generic state: cubic {U_cubic:.8f}, skewed {U_skew:.8f} D")
print(f"volume ratio of two test cells: {volume_ratio:.6f}; "
      f"fourth power {volume_ratio**4:.6f}")
print(f"mass-matrix determinant ratio: PR {det_ratios[0]:.6f}, "
      f"strain {det_ratios[1]:.6f}")
print(f"uniform contraction rate: {rate[0,0]:.2f} 1/t0")
print(f"cell kinetic energy PR: cubic {K_pr[0]:.4f}, skewed {K_pr[1]:.4f} D")
print(f"cell kinetic energy strain: cubic {K_strain[0]:.4f}, "
      f"skewed {K_strain[1]:.4f} D")
print(f"strain form, reference stretched 10% along z: {K_other_ref:.4f} D")
print(f"fcc primitive cell, PR: shear/diagonal acceleration = {fcc_ratio:.4f}")
print("initial PR acceleration, skewed cell, mapped to cube edges (a0/t0^2):")
for seen, law in zip(acc_seen, acc_law):
    print("  trajectory", np.round(seen, 4) + 0.0, " formula", np.round(law, 4) + 0.0)
print(f"pressure switched on at rest; cube edges (a0) at t = {t_end:.1f} t0:")
for (form, cell), (edges, angle, vol) in example.items():
    print(f"  {form}, {cell}: {edges[0]:.5f} {edges[1]:.5f} {edges[2]:.5f}; "
          f"xy angle {angle:.3f} deg; volume {vol:.5f} a0^3")
print("moving-atom run: initial s (rows):", s_hot.tolist())
print("moving-atom run: initial sdot (rows, 1/t0):", sdot_hot.tolist())
print(f"largest cubic-skewed difference at t = {t_hot:.1f} t0:")
for form, (gap_h, gap_s) in gaps.items():
    print(f"  {form}: cell {gap_h:.2e} a0, scaled coordinates {gap_s:.2e}")
print(f"largest extended-energy drift, moving-atom runs: {max(drifts):.1e} D")
print("all good")
```

Printed output:

```
Units: length a0, energy D, mass m0, time t0 = a0 sqrt(m0/D)
atom masses: 1.0, 2.0 m0
cell inertia: PR W = 10.0 m0; strain W_s = 10.0 m0 a0^2
external pressure P = 2.0 D/a0^3
well centres r^2: like 1.00, unlike 0.75 a0^2; half-width 0.70 a0^2
pair well: -D (1-x^2)^4, x = (r^2-centre)/half-width, zero for |x|>1
change of lattice vectors M (rows): [[1, 1, 0], [0, 1, 0], [0, 0, 1]]
M M^T (rows): [[2, 1, 0], [1, 1, 0], [0, 0, 1]]
inverse of M M^T (rows): [[1, -1, 0], [-1, 2, 0], [0, 0, 1]]
Euler-Lagrange residual: PR 7.2e-10, strain 7.3e-10 (largest generalized force 10.0), reduced units
U, generic state: cubic -12.60143667, skewed -12.60143667 D
volume ratio of two test cells: 1.355624; fourth power 3.377197
mass-matrix determinant ratio: PR 3.377197, strain 3.377197
uniform contraction rate: -0.10 1/t0
cell kinetic energy PR: cubic 0.1500, skewed 0.2000 D
cell kinetic energy strain: cubic 0.1500, skewed 0.1500 D
strain form, reference stretched 10% along z: 0.1413 D
fcc primitive cell, PR: shear/diagonal acceleration = -0.3333
initial PR acceleration, skewed cell, mapped to cube edges (a0/t0^2):
  trajectory [-0.1999  0.1999  0.    ]  formula [-0.2  0.2  0. ]
  trajectory [ 0.1999 -0.3999  0.    ]  formula [ 0.2 -0.4  0. ]
  trajectory [ 0.   0.  -0.2]  formula [ 0.   0.  -0.2]
pressure switched on at rest; cube edges (a0) at t = 0.6 t0:
  PR, cubic: 0.98282 0.98282 0.98282; xy angle 90.000 deg; volume 0.94934 a0^3
  PR, skewed: 0.98700 0.98416 0.98382; xy angle 89.120 deg; volume 0.95554 a0^3
  strain, cubic: 0.98282 0.98282 0.98282; xy angle 90.000 deg; volume 0.94934 a0^3
  strain, skewed: 0.98282 0.98282 0.98282; xy angle 90.000 deg; volume 0.94934 a0^3
moving-atom run: initial s (rows): [[0.02, -0.01, 0.015], [0.49, 0.505, 0.4925]]
moving-atom run: initial sdot (rows, 1/t0): [[0.4, 0.2, -0.3], [-0.2, -0.1, 0.15]]
largest cubic-skewed difference at t = 3.0 t0:
  PR: cell 1.04e-02 a0, scaled coordinates 4.50e-03
  strain: cell 1.31e-13 a0, scaled coordinates 2.89e-13
largest extended-energy drift, moving-atom runs: 3.1e-11 D
all good
```
